# Why the negative silicon vacancy distorts beyond tetragonal symmetry

**Q:** My resonance data on vacancies in silicon look tetragonal for one charge state and lower than tetragonal for V⁻. Which electrons should I be thinking about?

**A:** Those in the four broken bonds. Let $a,b,c,d$ be the dangling hybrids on the neighbours in directions $(111)$, $(1\bar1\bar1)$, $(\bar11\bar1)$, $(\bar1\bar11)$. Neglecting their overlap, the symmetric combination is $a_1=(a+b+c+d)/2$, and the other three are

$$x=\tfrac12(a+b-c-d),\quad y=\tfrac12(a-b+c-d),\quad z=\tfrac12(a-b-c+d).$$

If each pair of hybrids is coupled by $-t$ with $t>0$, $a_1$ lies at $-3t$ and the triplet $t_2=(x,y,z)$ at $+t$. The neutral vacancy has four electrons, $a_1^2t_2^2$. Hence V⁺, V⁰ and V⁻ have one, two and three $t_2$ electrons. I first assume the lowest levels are filled in pairs; exchange, which opposes this, comes later.

**Q:** How does the lattice act on the triplet?

**A:** Through two tetragonal coordinates $(\theta,\epsilon)$ and three trigonal ones $(Q_x,Q_y,Q_z)$, with $Q_z=\zeta$. Define

$$s_z=\theta,\qquad s_x=-\tfrac12\theta+\tfrac{\sqrt3}{2}\epsilon,\qquad s_y=-\tfrac12\theta-\tfrac{\sqrt3}{2}\epsilon .$$

For $i,j,k$ all different, the model is

$$H_{ii}=-F_Es_i,\qquad H_{jk}=-(F_T+Gs_i)Q_i,$$

plus the elastic energy $\tfrac12K_E(\theta^2+\epsilon^2)+\tfrac12K_T(Q_x^2+Q_y^2+Q_z^2)$. The constant $G$ describes how a tetragonal distortion changes the trigonal coupling. Energies are measured from the undistorted vacancy in the same charge state, and I use $\Lambda_E=F_E^2/2K_E$ and $\Lambda_T=F_T^2/2K_T$.

**Q:** What happens if only a tetragonal distortion is allowed?

**A:** Set $\theta=s>0$ and all else to zero. Then $z$ drops to $-F_Es$, while $x$ and $y$ stay degenerate at $+F_Es/2$. With $N=1$ or 2 electrons in $z$,

$$E=-NF_Es+\tfrac12K_Es^2,\qquad s=\frac{NF_E}{K_E},\qquad E=-N^2\Lambda_E .$$

So V⁺ gains $\Lambda_E$ and V⁰ gains $4\Lambda_E$. In V⁻ the orbital $z$ is full, and the third electron must enter the doublet:

$$E=-2F_Es+\tfrac12F_Es+\tfrac12K_Es^2=-\tfrac32F_Es+\tfrac12K_Es^2 .$$

The minimum is at $s=3F_E/2K_E$, with $E=-\tfrac94\Lambda_E$. The third electron sits in a raised level and weakens the tetragonal distortion.

**Q:** Why can't it stay there, with one electron shared between two equal orbitals?

**A:** Because a small further distortion lowers the energy in first order. With $\epsilon$ and $\zeta$ switched on, the doublet block is

$$\frac{F_Es}{2}\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}-\frac{\sqrt3}{2}F_E\epsilon&-c\zeta\\-c\zeta&\frac{\sqrt3}{2}F_E\epsilon\end{pmatrix},\qquad c=F_T+Gs .$$

The second matrix is traceless, so its eigenvalues are plus and minus the square root of minus its determinant:

$$E_\pm=\frac{F_Es}{2}\pm\sqrt{\tfrac34F_E^2\epsilon^2+c^2\zeta^2}.$$

The single electron takes $E_-$. Its energy falls as $-\tfrac{\sqrt3}{2}F_E|\epsilon|$ or $-c|\zeta|$, while the elastic cost is quadratic. For small enough distortion the linear gain wins, so the tetragonal point is not a minimum. In V⁰ the doublet is empty and this force is absent.

Reversing the tetragonal distortion does not help. For $s<0$ the doublet lies lowest and holds three electrons. Splitting it puts two in the lower level and one in the upper, which again leaves a linear gain.

**Q:** Is the resulting shape fixed by symmetry?

**A:** Not fully. There are two orthorhombic kinds, and symmetry alone neither chooses between them nor excludes a mixture. The symmetric products of the doublet are $x^2+y^2$, $x^2-y^2$ and $xy$, which belong to $A_1$, $B_1$ and $B_2$ of $D_{2d}$. The first shifts both levels equally; the other two split them.

- The $B_1$ mode $\epsilon$ keeps the twofold axes along $x,y,z$ but no mirror: the group is $D_2$.
- The $B_2$ mode $\zeta$ keeps the twofold axis along $z$ and the mirrors $x\leftrightarrow y$ and $x\leftrightarrow-y$: the group is $C_{2v}$.

The modes $Q_x$ and $Q_y$ couple the doublet to $z$, across an energy gap, and so act in second order here.

**Q:** Then what chooses between them? Start with the simplest case, $G=0$.

**A:** Let $u$ be the doubly filled orbital, $v$ the singly filled one and $w$ the empty one. Completeness, $uu^T+vv^T+ww^T=1$, gives the density matrix

$$P=2uu^T+vv^T=1+uu^T-ww^T .$$

For fixed $P$ the energy is linear in the distortions plus the elastic term. Put $p_i=P_{ii}-1$, so that $\sum_ip_i=0$. The vectors that define the $s_i$ have unit length and mutual scalar products $-\tfrac12$, so the squared tetragonal force is

$$F_E^2\Big(\sum_ip_i^2-\sum_{i<j}p_ip_j\Big)=\tfrac32F_E^2\sum_ip_i^2,$$

where $2\sum_{i<j}p_ip_j=-\sum_ip_i^2$ was used. The trigonal force along $Q_i$ is $2F_TP_{jk}$. A force $f$ on a spring $K$ gains $f^2/2K$, hence

$$E=-\tfrac32\Lambda_ED-2\Lambda_TO,\qquad D=\sum_ip_i^2,\quad O=2\sum_{j<k}P_{jk}^2 .$$

Since $D+O=\mathrm{tr}(uu^T-ww^T)^2=2$, this is linear in $D$, and the best energy lies at an end:

- $z^2x^1$ has $D=2$ and gives $D_2$ with $E=-3\Lambda_E$.
- $u=(y+z)/\sqrt2$, $v=x$ has $O=2$ and gives $E=-4\Lambda_T$. It distorts along $Q_x$ alone, which is also $C_{2v}$ but with no tetragonal part. It is one member of a continuous family: a distortion of the same length in any direction of the $(Q_x,Q_y)$ plane, or of the other two such planes, has the same energy. The linear model therefore does not fix the unpaired orbital here. It is $x$, spread over all four neighbours, for $Q_x$ alone, but $(x-y)/\sqrt2$, on two neighbours, for $Q_x=Q_y$.

The state $z^2v^1$ with $v=(x+y)/\sqrt2$, the tetragonal distortion followed by $\zeta$, has $D=\tfrac32$, $O=\tfrac12$ and $E=-\tfrac94\Lambda_E-\Lambda_T$. Rotating $v$ within the $xy$ plane raises $D$; mixing $z$ with the empty orbital lowers it. Unless $3\Lambda_E=4\Lambda_T$, one of these rotations lowers the energy, so this $C_{2v}$ point is not a minimum of the linear model.

**Q:** But I need $C_{2v}$ together with a tetragonal distortion. How does $G$ help?

**A:** I take $F_E$, $F_T$ and $G$ positive. A tetragonal distortion with $s>0$ then strengthens the coupling to $\zeta$; for $G<0$, one with $s<0$ would do so. For $z^2v^1$,

$$E=-\tfrac32F_Es-F_T\zeta-Gs\zeta+\tfrac12K_Es^2+\tfrac12K_T\zeta^2 .$$

Setting both derivatives to zero gives

$$K_Es-G\zeta=\tfrac32F_E,\qquad K_T\zeta-Gs=F_T,$$

$$s=\frac{\frac32F_EK_T+GF_T}{K_EK_T-G^2},\qquad \zeta=\frac{F_TK_E+\frac32F_EG}{K_EK_T-G^2}.$$

At a stationary point the quadratic terms equal minus half the linear ones, so $E=-\tfrac12(\tfrac32F_Es+F_T\zeta)$. Inserting $s$ and $\zeta$, and dividing numerator and denominator by $K_EK_T$, gives

$$E_{C_{2v}}=-\frac{\frac94\Lambda_E+3g\sqrt{\Lambda_E\Lambda_T}+\Lambda_T}{1-g^2},\qquad g=\frac{G}{\sqrt{K_EK_T}}<1 .$$

The condition $g<1$ is for this occupation. The whole model needs $g<\tfrac12$: with two electrons in $(x+y)/\sqrt2$ and one in $z$ the coupling term is $-2Gs\zeta$, which outweighs the elastic energy at large distortion if $g>\tfrac12$.

The $D_2$ point has no trigonal distortion, so $G$ leaves its energy at $-3\Lambda_E$. The two are equal when

$$3\Lambda_Eg^2+3\sqrt{\Lambda_E\Lambda_T}\,g-\left(\tfrac34\Lambda_E-\Lambda_T\right)=0 .$$

**Q:** Please put in numbers.

**A:** I take round values: $F_E=15$ and $F_T=9$ eV/nm, $K_E=K_T=1000$ and $G=300$ eV/nm². Then $\Lambda_E=225/2000=0.1125$ eV, $\Lambda_T=81/2000=0.0405$ eV and $g=0.3$. V⁺ gains 0.1125 eV and V⁰ gains 0.450 eV, both tetragonal.

Held tetragonal, V⁻ has $s=0.0225$ nm and $E=-0.253$ eV. The slopes there are $-12.99$ eV/nm along $\epsilon$ and $-(9+300\times0.0225)=-15.75$ eV/nm along $\zeta$. Released, it reaches

$$s=\frac{22500+2700}{910000}=0.0277\ \text{nm},\qquad \zeta=\frac{9000+6750}{910000}=0.0173\ \text{nm},$$

with $E=-0.389$ eV. The orthorhombic step adds 0.136 eV and splits the former doublet by 0.599 eV. The $D_2$ point lies at $-0.3375$ eV.

With the other constants fixed, the quadratic equation gives $g=0.169$, or $G=169$ eV/nm². Minimizing over all five modes from 25 random starts gave $D_2$ at half this $G$, and $C_{2v}$ at one and a half times it and at $G=300$ eV/nm². There is also an upper limit. The state with two electrons in $(x+y)/\sqrt2$ and one in $z$ has energy $-4\Lambda_T/(1-4g^2)$, and above $g\approx0.40$ it lies lower. It is $C_{2v}$ too, but its unpaired electron is spread over all four neighbours.

**Q:** What would distinguish the two shapes in my hyperfine spectrum?

**A:** The unpaired orbital. In the $C_{2v}$ well found above, with $\zeta>0$, it is $(x+y)/\sqrt2=(a-d)/\sqrt2$, half on each of two neighbours and none on the other two. In $D_2$ it is $x$ or $y$, with a quarter on each of the four.

**Q:** You assumed paired electrons. Could Hund's rule undo the argument?

**A:** Yes. With one parallel electron in each of $x,y,z$, $P=1$ and every Jahn-Teller force vanishes. Let $J$ be the exchange energy, and take the rotationally invariant interaction, in which two electrons in one orbital repel by $2J$ more than two in different orbitals. Apart from a common constant, the quartet has three parallel pairs and energy $-3J$. The doublet $z^2v^1$ has $2J$ from the double occupation and $-J$ from one parallel pair, in total $+J$. It therefore costs $4J$, and in this single-determinant estimate the distortion survives if

$$|E_{C_{2v}}|>4J,\qquad J<0.389/4=0.097\ \text{eV}.$$

Diagonalizing the three-electron problem and relaxing again moves the limit to 0.099 eV. For a rough $J=0.05$ eV the doublet stays 0.19 eV below the quartet, about half the margin without exchange.

**Q:** Does the filled $a_1$ level matter?

**A:** Not for the energy of this well. The mode $\zeta$ mixes $a_1$ with $z$, and both are full, so the sum of their energies is unchanged. With $a_1$ placed 1.5 eV below $t_2$ and coupled to it by $F_T$ alone, the lowest minimum found was the same $C_{2v}$ well. If $G$ is allowed to strengthen this coupling too, the model gains a much lower minimum at a distortion near 0.25 nm. That is about a full bond length, far outside the range where such an expansion can be trusted.

**Q:** Would I see a static distortion at any temperature?

**A:** Only when it is cold enough. In this model two wells, $\pm\zeta$, share each tetragonal axis, six in all. Passing between the two through $D_2$ costs 0.052 eV, or about 0.036 eV with harmonic zero-point energy. A simple estimate, a vibrational period divided by a Boltzmann factor, gives a thermal hopping time of about 0.2 ms at 20 K and below 1 ps at 300 K. Both figures are rough. Below about 50 K tunnelling along a single path would outpace thermal crossing of this barrier (how the two paths interfere comes below), so the 20 K figure describes the thermal process alone and does not predict the actual hopping time. At 300 K the barrier is close to the thermal energy. Fast hopping between $+\zeta$ and $-\zeta$ averages $\zeta$ to zero, so the shape looks tetragonal as long as the tetragonal axis stays put. Changing that axis costs about 0.12 eV in this model. Thermal crossing of that barrier is far slower than thermal $\pm\zeta$ hopping at 50 K, but takes only of order 10 ps at 300 K, where all three axes are averaged and the shape looks cubic. At 4 K thermal hopping is negligible. Tunnelling through a single $D_2$ point would by itself split the two wells by roughly 0.1 meV. This comes from solving the motion in $\theta,\epsilon,\zeta$ on the lowest energy surface, with one silicon mass for each mode. The 4 µeV in the numerical output is only a vibrational quantum times an exponential along one path, and is far too small. However, the paths through $\epsilon>0$ and $\epsilon<0$ cancel in the unstrained defect. The two well states contain $(x+y)/\sqrt2$ and $(x-y)/\sqrt2$, which are even and odd under the mirror $x\leftrightarrow y$, while their vibrational ground states are both even, so the Hamiltonian does not connect them. A strain along $\epsilon$ spoils the cancellation but leaves the two wells equal in energy. A shear strain along $\zeta$ detunes them, and if the detuning is much larger than the one-path scale it localizes the defect in one well.

**Q:** How far can I carry this over to real silicon?

**A:** The pattern carries over better than the numbers. Paramagnetic resonance assigns V⁺ to tetragonal symmetry and V⁻ to a spin-½ $C_{2v}$ centre with its unpaired electron mainly on two neighbours, as here. Relaxations of tenths of an eV and a few hundredths of a nm are a rough, plausible regime, not a fit. I know of no independent value for $G$; it was chosen large enough to favour $C_{2v}$. The $t_2$ levels span 0.92 eV, close to the rough 1.1 eV gap, so real levels may lie near the band edges and mix with the bands, and the lattice relaxes beyond the first neighbours. Neither effect is sized here, and either could shift a 0.05 eV difference between $C_{2v}$ and $D_2$. Isolated vacancies also migrate well below room temperature, so the 300 K figure describes the model and not a centre you could watch in an annealed implant. The remaining values are in the numerical output.

## Computed values

```
FE = 15.0 eV/nm, FT = 9.0 eV/nm
KE = 1000, KT = 1000, G = 300 eV/nm^2
LE = 0.1125 eV, LT = 0.0405 eV
g = 0.300 (no unit)
multiplicity of A1, B1, B2 in symmetric square of e: 1 1 1
V+: lowest energy -0.1125 eV, symmetry D2d
V0: lowest energy -0.4500 eV, symmetry D2d
V-: lowest energy -0.3894 eV, symmetry C2v
V- held tetragonal: s = 0.0225 nm, energy -0.2531 eV
V- slope along epsilon there: -12.990 eV/nm
V- slope along zeta there: -15.750 eV/nm
V0 largest slope at its tetragonal minimum: 5.0e-05 eV/nm
V- C2v well: s = 0.0277 nm, zeta = 0.0173 nm
number of equivalent C2v wells: 6
extra gain beyond tetragonal: 0.1363 eV
t2 levels in C2v well: -0.4154 -0.0919 0.5072 eV
splitting of former doublet: 0.5991 eV
D2 point energy: -0.3375 eV
barrier between C2v wells through D2: 0.0519 eV
critical G for C2v below D2: 169.0 eV/nm^2
unpaired weight on a b c d, C2v: 0.50 0.00 0.00 0.50
unpaired weight on a b c d, D2: 0.25 0.25 0.25 0.25
level span 0.923 eV; rough silicon gap 1.1 eV
exchange cost of doublet determinant: 4.00 J
rough J = 0.050 eV; cost = 0.200 eV
critical J, one determinant: 0.0974 eV
critical J, full diagonalization: 0.0987 eV
doublet below quartet at rough J: 0.1908 eV
S^2 of doublet at rough J: 0.750 (hbar^2)
C2v-D2 difference with exchange: 0.0514 eV
a1 depth used: 1.5 eV
C2v energy shift by a1 mixing: 3.1e-12 eV
lowest stiffness without a1 mixing: 437 eV/nm^2
lowest stiffness with a1 mixing: 437 eV/nm^2
lowest energy found with a1 mixing: -0.3894 eV, C2v
vibrational quanta in well: 25.5 32.3 35.7 36.6 44.0 meV
barrier with harmonic zero-point energy: 0.0364 eV
tunnelling exponent along relaxed path: 8.78 (no unit)
tunnelling energy scale: 3.9 micro-eV
thermal hopping time at 4 K: 1.2e+33 s
thermal hopping time at 20 K: 2.4e-04 s
thermal hopping time at 300 K: 6.6e-13 s
```
